\section*{Julliere magnetoresistance from spin-conserving tunnelling, with its conditions}

\section*{One channel}

\textbf{Q.} You claim that the relative change in a tunnel junction's resistance, when one of its two ferromagnets is reversed, can be predicted from how their states at the Fermi level are divided between the two spins. Why should densities of states enter as a product? A current needs velocities and a barrier shape as well.

\textbf{A.} Begin with one spin channel and weak tunnelling. State $a$ in electrode 1 and state $b$ in electrode 2 are coupled by $M_{ab}$. To lowest order, the golden rule gives the rate $(2\pi/\hbar)|M_{ab}|^2\delta(E_a-E_b)$. A forward transfer needs $a$ full and $b$ empty, and a backward transfer the reverse. With occupations $f_1,f_2$ the net factor is
\begin{equation}
f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 .
\end{equation}
Let $e>0$, and count the magnitude of the current. Measure $E$ from the Fermi level of electrode 1, and let that of electrode 2 lie lower by $eV$. Then $f_1=f(E)$ and $f_2=f(E+eV)$. Turning the double sum into densities gives
\begin{equation}
I=\frac{2\pi e}{\hbar}\int \langle|M|^2\rangle N_1N_2\,[f(E)-f(E+eV)]\,dE ,
\label{eq:current}
\end{equation}
where $\langle|M|^2\rangle$ is the average over pairs at energy $E$. The product simply counts pairs. Velocities and barrier shape sit in $\langle|M|^2\rangle$, and the assumption to watch is that this average is the same for every combination of spins and for both magnetic alignments.

\textbf{Q.} And temperature? The Fermi functions are smeared.

\textbf{A.} If the densities and the coupling are constant over the relevant energies, the smearing drops out:
\begin{equation}
\int[f(E)-f(E+eV)]dE=\int_0^{eV}\!du\int[-f'(E+u)]dE=\int_0^{eV}\!du=eV ,
\end{equation}
because $f$ falls from 1 to 0. Hence
\begin{equation}
G=\frac{I}{V}=\frac{2\pi e^2}{\hbar}\langle|M|^2\rangle N_1N_2 .
\label{eq:G}
\end{equation}

\section*{Two channels and two alignments}

\textbf{Q.} Now put in the magnetism. Which spin is ``up'' after one electrode has been reversed?

\textbf{A.} Keep a spin axis fixed in space. In electrode $i$ let $N_{i+}$ and $N_{i-}$ be the majority and minority densities, $N_i=N_{i+}+N_{i-}$, and
\begin{equation}
P_i=\frac{N_{i+}-N_{i-}}{N_i},\qquad N_{i\pm}=\frac{N_i}{2}(1\pm P_i).
\end{equation}
The second relation follows by adding and subtracting the sum and the difference. With parallel magnetizations, up electrons are majority electrons on both sides. Reversing electrode 2 makes its up electrons the minority. An electron that keeps its spin then goes from majority to minority, or from minority to majority.

The two spin channels conduct side by side, so conductances add. In units of $(2\pi e^2/\hbar)\langle|M|^2\rangle N_1N_2$,
\begin{align}
G_P&=\tfrac14\left[(1+P_1)(1+P_2)+(1-P_1)(1-P_2)\right]\nonumber\\
&=\tfrac14\left[2+2P_1P_2\right]=\tfrac12(1+P_1P_2),\\
G_{AP}&=\tfrac14\left[(1+P_1)(1-P_2)+(1-P_1)(1+P_2)\right]\nonumber\\
&=\tfrac14\left[2-2P_1P_2\right]=\tfrac12(1-P_1P_2).
\end{align}
The terms linear in $P_1$ and $P_2$ cancel in both sums.

\textbf{Q.} That is a conductance change. Magnetoresistance percentages depend on what one divides by.

\textbf{A.} Divide the change of resistance by the parallel resistance. Since $R=1/G$,
\begin{align}
\mathrm{TMR}&=\frac{R_{AP}-R_P}{R_P}=\frac{G_P}{G_{AP}}-1
=\frac{(1+P_1P_2)-(1-P_1P_2)}{1-P_1P_2}\nonumber\\
&=\frac{2P_1P_2}{1-P_1P_2}.
\label{eq:J}
\end{align}
This is Julliere's formula. Dividing by $R_{AP}$ instead gives
\begin{equation}
\frac{R_{AP}-R_P}{R_{AP}}=1-\frac{G_{AP}}{G_P}=\frac{2P_1P_2}{1+P_1P_2}.
\end{equation}

\textbf{Q.} Does it behave sensibly at the extremes?

\textbf{A.} If either electrode is unpolarized, the result is zero. For small polarizations it tends to $2P_1P_2$. If the polarizations have opposite signs it is negative: the parallel state has the higher resistance. As $P_1P_2\to1$ no spin-conserving path remains in the antiparallel state, $G_{AP}\to0$ and the ratio diverges. In a real device, leakage, spin flips or incomplete antiparallel alignment keep it finite. For equal electrodes, $\mathrm{TMR}(1-P^2)=2P^2$ gives
\begin{equation}
P=\sqrt{\frac{\mathrm{TMR}}{2+\mathrm{TMR}}},
\end{equation}
so a ratio of 100\,\% needs $P=\sqrt{1/3}=0.577$.

\section*{Numbers for a memory cell}

\textbf{Q.} Give me a junction, not a limit.

\textbf{A.} Take rough values for a cobalt--iron/amorphous alumina/nickel--iron junction: $P_1=0.50$, $P_2=0.45$, and a parallel resistance--area product of $1000\ \Omega\,\mu\mathrm{m}^2$. The product is $P_1P_2=0.225$, so $G_P=0.6125$ and $G_{AP}=0.3875$ in the units above, and
\begin{equation}
\mathrm{TMR}=\frac{2(0.225)}{1-0.225}=\frac{0.450}{0.775}=58\,\% .
\end{equation}
A square cell of side 100\,nm has area $0.01\ \mu\mathrm{m}^2$, hence $R_P=100\ \mathrm{k}\Omega$ and $R_{AP}=158\ \mathrm{k}\Omega$. If these resistances are taken as independent of bias, the currents at a read bias of 0.1\,V are 1.00 and $0.63\ \mu$A. The current falls by 37\,\% of its parallel value, which is the ratio referred to $R_{AP}$. Reading at fixed current instead, the voltage would rise by 58\,\% of its parallel value under the same assumption. The bias loss considered in the last section makes both changes smaller.

\textbf{Q.} Real couplings vary wildly from pair to pair. Does the pair counting survive?

\textbf{A.} It does if their statistics are the same for all spin combinations and many pairs share the current. If a few exceptionally strong couplings dominate, a single junction can lie far from the formula. As a test, each electrode was given 1000 levels, divided 750/250 and 725/275 to match these polarizations, with independent Gaussian random couplings. Summing $|M_{ab}|^2$ over all pairs gave 57.96\,\% in one draw, against 58.06\,\% from the formula; different draws scatter by about 0.3 percentage points around the formula value.

\section*{Which density?}

\textbf{Q.} Then I can take the densities from a bulk band calculation and be done.

\textbf{A.} In general, no. An electron tunnels from the part of its wave that reaches the barrier. Take a free-electron electrode at $x<0$, a long barrier at $x>0$, equal masses $m$, and motion along $x$. With wavevector $k$ and decay constant $\kappa$,
\begin{equation}
\psi=e^{ikx}+re^{-ikx}\ (x<0),\qquad \psi=(1+r)e^{-\kappa x}\ (x>0).
\end{equation}
Continuity of the slope gives $ik(1-r)=-\kappa(1+r)$, so
\begin{equation}
r=-\frac{\kappa+ik}{\kappa-ik},\qquad 1+r=\frac{-2ik}{\kappa-ik},\qquad |1+r|^2=\frac{4k^2}{k^2+\kappa^2}.
\end{equation}
In a long electrode of length $L$ the allowed $k$ are $\pi/L$ apart, so there are $L\,dk/\pi$ such states. Each has norm $2L$, because $|r|=1$ makes $|\psi|^2$ average to 2. Normalizing therefore gives $|1+r|^2$ the weight $(L\,dk/\pi)/(2L)=dk/2\pi$, and $dk/dE=m/(\hbar^2k)$. The density per energy and length at the interface is therefore
\begin{equation}
\rho=\frac{1}{2\pi}\,\frac{m}{\hbar^2k}\,\frac{4k^2}{k^2+\kappa^2}
=\frac{2mk}{\pi\hbar^2(k^2+\kappa^2)} .
\label{eq:rho}
\end{equation}

\textbf{Q.} Why should that be the density in the product law?

\textbf{A.} Follow the wave through a barrier of thickness $d$. It arrives at the far side with amplitude $B=(1+r)e^{-\kappa d}$. There it produces a reflected evanescent wave $C$ and a transmitted wave $t$:
\begin{equation}
B+C=t,\qquad -\kappa B+\kappa C=ik_2t .
\end{equation}
Multiply the first equation by $\kappa$ and subtract the second: $2\kappa B=(\kappa-ik_2)t$. For a thick barrier, the return of $C$ to the first interface can be neglected, since a round trip costs $e^{-2\kappa d}$. The transmission probability, including the ratio of velocities, is
\begin{align}
\mathcal T&=\frac{k_2}{k_1}|t|^2
=\frac{k_2}{k_1}\,\frac{4\kappa^2}{k_2^2+\kappa^2}\,\frac{4k_1^2}{k_1^2+\kappa^2}\,e^{-2\kappa d}\nonumber\\
&=16\kappa^2\,\frac{k_1}{k_1^2+\kappa^2}\,\frac{k_2}{k_2^2+\kappa^2}\,e^{-2\kappa d}.
\end{align}
By (\ref{eq:rho}), each fraction equals $\pi\hbar^2\rho_i/2m$. Therefore
\begin{equation}
\mathcal T=4\pi^2|M|^2\rho_1\rho_2,\qquad |M|=\frac{\hbar^2\kappa}{m}e^{-\kappa d}.
\end{equation}
The conductance per spin channel, $(e^2/2\pi\hbar)\mathcal T$, is then $(2\pi e^2/\hbar)|M|^2\rho_1\rho_2$, the form of (\ref{eq:G}). Here $M$ has units of energy times length because $\rho$ is also per length. It contains no electrode wavevector, so it is the same for both spins: the spin dependence has gone into $\rho$.

\textbf{Q.} Does the distinction matter numerically?

\textbf{A.} In three dimensions the bulk free-electron density is proportional to $k$, so $P_{\rm bulk}=(k_+-k_-)/(k_++k_-)$. With $\rho\propto k/(k^2+\kappa^2)$, clearing denominators gives
\begin{align}
P_{\rm int}&=\frac{k_+(k_-^2+\kappa^2)-k_-(k_+^2+\kappa^2)}{k_+(k_-^2+\kappa^2)+k_-(k_+^2+\kappa^2)}\nonumber\\
&=P_{\rm bulk}\,\frac{\kappa^2-k_+k_-}{\kappa^2+k_+k_-}.
\end{align}
Choose model bands with Fermi energies 2.5\,eV (majority) and 0.3\,eV (minority), and a barrier 3.0\,eV above the Fermi level and 1.0\,nm thick. These are not bands of the named alloys. Since $k^2$ and $\kappa^2$ scale with energy, the last factor is $(3-\sqrt{0.75})/(3+\sqrt{0.75})=0.55$, which reduces $P$ from 0.485 to 0.268. For two such electrodes, (\ref{eq:J}) gives 62\,\% with the bulk value and 15.5\,\% with the interface value. Solving all four matching conditions, round trips included, gives 15.5\,\% at normal incidence.

The neglected round trips show up in thinner barriers. The deviation from (\ref{eq:J}) is $-5.0\times10^{-3}$ percentage points at 0.5\,nm and $-8.5\times10^{-4}$ at 0.6\,nm. Their ratio, 0.17, agrees with $e^{-2\kappa(0.1\,\mathrm{nm})}$ for $\kappa=8.87\ \mathrm{nm}^{-1}$.

\section*{When the product law breaks}

\textbf{Q.} You fixed the direction of motion. Electrons also move along the interface. Surely one just sums over that?

\textbf{A.} The order of summing and multiplying matters. If disorder mixes transverse momenta so that the mean squared coupling separates into a factor for each electrode, each factor can be absorbed into that electrode's density. The sums then separate and (\ref{eq:J}) survives. If transverse momentum $q$ is conserved, identical electrodes give instead
\begin{equation}
G_{ab}\propto\sum_q w_q\,\rho_a(q)\rho_b(q),\qquad w_q\ge0,\quad a,b=\pm ,
\end{equation}
a sum of products. The Cauchy--Schwarz inequality then says
\begin{equation}
G_{++}G_{--}\ge G_{+-}^2 ,
\end{equation}
with equality when $\rho_-(q)/\rho_+(q)$ is the same for all contributing $q$. Write $x=\sqrt{G_{++}}$, $y=\sqrt{G_{--}}$ and $P=(x-y)/(x+y)$. Since $x^2+y^2=(x+y)^2(1+P^2)/2$ and $2xy=(x+y)^2(1-P^2)/2$,
\begin{equation}
1+\mathrm{TMR}=\frac{x^2+y^2}{2G_{+-}}
=\frac{xy}{G_{+-}}\,\frac{1+P^2}{1-P^2}\ge\frac{1+P^2}{1-P^2}.
\end{equation}
The right side is 1 plus Julliere's value for this $P$.

\textbf{Q.} Is that a small correction?

\textbf{A.} Not in the free-electron model. With the same bands and barrier, at low temperature and small bias, $G_{++}G_{--}/G_{+-}^2=1.84$ and $P=0.490$. Julliere's value for that $P$ is 63\,\%, while the momentum-conserving sum gives 121\,\%. The two are linked by $1.63\sqrt{1.84}=2.21$.

The rise above the 15.5\,\% of normal incidence can be traced. Let $w$ be the transverse kinetic energy in eV. It lowers the energy of motion towards the barrier to $2.5-w$ or $0.3-w$ and raises the effective barrier to $3.0+w$. The sum $k^2+\kappa^2$ stays fixed in each band, so
\begin{equation}
\frac{\rho_-}{\rho_+}\propto\sqrt{\frac{0.3-w}{2.5-w}},
\end{equation}
which falls as $w$ grows. The polarization increases from 0.268 at $w=0$ to 1 at $w=0.3$. Beyond that, the majority band still conducts in the parallel state, while the antiparallel state has no path. The size of the rise belongs to this 1.0\,nm barrier: a thicker one favours electrons near normal incidence, and the ratio falls slowly towards 15.5\,\%.

\textbf{Q.} What if the magnetizations are not fully antiparallel?

\textbf{A.} A spin prepared along one axis has probability $\cos^2(\theta/2)$ of being found along another at angle $\theta$, and $\sin^2(\theta/2)$ of being found opposite. Thus, to lowest order in the coupling (a thick barrier),
\begin{equation}
G(\theta)=\cos^2\!\tfrac{\theta}{2}\,G_P+\sin^2\!\tfrac{\theta}{2}\,G_{AP}
=\tfrac12(1+P_1P_2\cos\theta),
\end{equation}
using $\cos^2(\theta/2)+\sin^2(\theta/2)=1$ and $\cos^2(\theta/2)-\sin^2(\theta/2)=\cos\theta$. Stopping $10^\circ$ short of antiparallel lowers the cell's 58.1\,\% to 57.4\,\%.

\textbf{Q.} And if spin is not conserved?

\textbf{A.} Divide the mean squared coupling between spin-conserving and spin-flip transfers in the ratio $1-\eta$ to $\eta$, leaving its total unchanged. Then
\begin{equation}
G_P'=(1-\eta)G_P+\eta G_{AP}=\tfrac12[1+(1-2\eta)P_1P_2].
\end{equation}
Exchanging $G_P$ and $G_{AP}$ changes the sign of the second term, so (\ref{eq:J}) holds with $P_1P_2$ replaced by $(1-2\eta)P_1P_2$. At $\eta=1/2$ the effect vanishes.

\section*{The cell at room temperature}

\textbf{Q.} So how much of your 58\,\% would I see at 300\,K and 0.1\,V?

\textbf{A.} That depends on loss parameters which this theory does not supply. Treat 0.50 and 0.45 as low-temperature, low-bias values and change one thing at a time.

Suppose thermal spin waves reduce each polarization by the Bloch factor $1-bT^{3/2}$, with a rough $b=2\times10^{-5}\ \mathrm{K}^{-3/2}$. At 300\,K this factor is 0.896. The product becomes $0.225(0.896)^2=0.181$, and the ratio drops to 44\,\%.

For bias, assume a linear fall to half value at a rough 0.4\,V. At 0.1\,V this leaves $58.1(1-0.1/0.8)=50.8\,\%$, equivalent to $\eta=0.050$. An unpolarized leakage equal to 2\,\% of $G_P$ leaves 56.3\,\%. Thermal loss, bias loss and leakage together leave 38\,\%. This combination represents the bias loss by the spin-flip fraction above, taken as independent of temperature. Multiplying the three separate reductions of the ratio instead gives 37\,\%.

Other effects are smaller for the chosen inputs. If both minority densities vary as $1+E/(1\ \mathrm{eV})$, with $E$ measured from each electrode's Fermi level, the ratio at 0.1\,V and 300\,K is 57.6\,\% when electrons flow from electrode 1 to electrode 2, and 58.6\,\% for the opposite polarity, because $P_1\neq P_2$. A series resistance of $100\ \Omega$ leaves 58.0\,\%. If the cell's barrier is taken to be 1.0\,nm thick, the field in it is $0.1\ \mathrm{V}/1.0\ \mathrm{nm}=1$\,MV/cm, a tenth of a rough breakdown field of 10\,MV/cm.

\textbf{Q.} Is this a description of the memory cells now being made?

\textbf{A.} It is closer to the older amorphous-alumina junctions, for which room-temperature ratios of some tens of per cent are typical. The 3.0\,eV model barrier is towards the high end of values inferred for thin alumina. With the free-electron mass and a thickness of 1.0\,nm, it would give a resistance--area product hundreds of times that of the cell. It therefore illustrates interface polarization and momentum conservation, but does not describe that cell. The cell's $1000\ \Omega\,\mu\mathrm{m}^2$ is itself far above the roughly $10\ \Omega\,\mu\mathrm{m}^2$ wanted for cells written by spin torque. Crystalline magnesium oxide junctions break a more basic assumption: their coupling depends on transverse momentum and on the symmetry of the electron state, and their ratios can reach hundreds of per cent. The free-electron model has no such symmetry selection, yet with transverse momentum conserved its ratio is 121\,\%, while (\ref{eq:J}) gives only 63\,\% for the $P$ obtained from its like-spin conductances. For such junctions, a $P$ extracted from (\ref{eq:J}) summarizes the whole junction and should not be carried over to another barrier as a property of the electrode. The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Polarization P1: 0.5
Polarization P2: 0.45
Product P1 P2: 0.225
Parallel conductance / (N1 N2 unit): 0.6125
Antiparallel conductance / same unit: 0.3875
TMR relative to R_P: 58.06 %
Change relative to R_AP: 36.73 %
TMR from random-coupling sum: 57.96 %
Equal P needed for TMR of 100 %: 0.5774
Parallel resistance-area product: 1000 ohm um^2
Cell side: 100 nm
R_P: 100.00 kohm
R_AP: 158.06 kohm
Read bias: 0.1 V
Read current, parallel: 1 uA
Read current, antiparallel: 0.6327 uA
Barrier thickness: 1 nm
Barrier height: 3 eV
Barrier decay constant: 8.874 1/nm
Attenuation exp(-2 kappa d): 1.96e-08
Model majority Fermi energy: 2.5 eV
Model minority Fermi energy: 0.3 eV
Largest interface-density test error: 0.19 %
Model bulk polarization: 0.4854
Model interface polarization: 0.2679
Julliere TMR, bulk P: 61.66 %
Julliere TMR, interface P: 15.47 %
Exact TMR, normal incidence: 15.47 %
TMR deviation at d = 0.5 nm: -5.00e-03 % points
TMR deviation at d = 0.6 nm: -8.48e-04 % points
TMR, transverse momentum kept: 121.05 %
Factorization ratio (1 if Julliere): 1.836
P from like-spin conductances: 0.4898
Julliere TMR with that P: 63.14 %
Temperature: 300 K
Bloch coefficient (rough): 2.0e-05 K^-3/2
Polarization factor at temperature: 0.8961
TMR with thermal loss: 44.10 %
Half-value voltage (rough): 0.4 V
TMR with bias loss: 50.81 %
Equivalent spin-flip fraction: 0.04984
Leakage / parallel conductance: 2 %
TMR with leakage: 56.29 %
TMR, thermal + bias + leakage: 37.75 %
Canting from antiparallel: 10 degrees
TMR with canting: 57.37 %
Minority density energy scale: 1 eV
TMR with sloped densities: 57.57 %
Series resistance: 100 ohm
TMR with series resistance: 58.01 %
Barrier field: 1 MV/cm
Breakdown field (rough): 10 MV/cm
Field / breakdown field: 0.1
\end{verbatim}
